# Why metastable C49 TiSi2 can nucleate before stable C54

Suppose that two crystals can form from the same amorphous solid, and that both release the same free energy per unit volume. Their interfaces with the parent cost different energies per unit area. For spherical nuclei of any given radius, the volume gain is then the same and the surface cost is smaller for the crystal with the cheaper interface. Its work of formation is lower at every radius, so the maximum of that work, which is the nucleation barrier, is lower too.

Now reverse the case. If the interface energies are equal but one crystal releases more free energy per volume, that crystal has the lower barrier. The two silicides combine these cases. C54 TiSi$_2$ is the stable phase and gains more in bulk. C49 can nevertheless nucleate first if its interface with the parent is sufficiently cheap. The question is how cheap it must be, and why a small saving at the surface can outweigh a loss in the bulk.

## The model and its barrier

Both phases nucleate in an amorphous Ti-Si parent with the composition of the disilicide. Let $\Delta\mu_i>0$ be the free energy released when one TiSi$_2$ formula unit passes from the parent into phase $i$, and let $\Omega_i$ be the volume of that unit in the crystal. The driving force per volume is $g_i=\Delta\mu_i/\Omega_i$. Because C54 is stable relative to C49,

$$\Delta\mu_{54}=\Delta\mu_{49}+\delta,\qquad \delta>0 .$$

The interface energy $\gamma_i$ is taken as isotropic and independent of nucleus size, and strain in the parent is taken as relaxed. A sphere of radius $r$ then costs

$$W_i(r)=4\pi r^2\gamma_i-\frac{4\pi}{3}r^3g_i .$$

The first term is the energy of the new interface. The second is negative because crystallization lowers the bulk free energy. The stationary condition is

$$\frac{dW_i}{dr}=8\pi r\gamma_i-4\pi r^2g_i=0
\quad\Rightarrow\quad r_i^*=\frac{2\gamma_i}{g_i}.$$

The second derivative there is $8\pi\gamma_i-8\pi r_i^*g_i=-8\pi\gamma_i<0$, so this is a maximum. Its height is

$$W_i^*=4\pi\gamma_i\frac{4\gamma_i^2}{g_i^2}-\frac{4\pi}{3}g_i\frac{8\gamma_i^3}{g_i^3}
=\left(16-\frac{32}{3}\right)\frac{\pi\gamma_i^3}{g_i^2}
=\frac{16\pi\gamma_i^3}{3g_i^2}.$$

The number of formula units in the critical nucleus is

$$n_i^*=\frac{4\pi r_i^{*3}}{3\Omega_i}=\frac{32\pi\gamma_i^3}{3\Omega_ig_i^3}=\frac{2W_i^*}{\Delta\mu_i},$$

where the last step uses $g_i\Omega_i=\Delta\mu_i$.

## A cube against a square

The ratio of the barriers is

$$\frac{W_{49}^*}{W_{54}^*}=\left(\frac{\gamma_{49}}{\gamma_{54}}\right)^3\left(\frac{g_{54}}{g_{49}}\right)^2 .$$

C49 has the lower barrier when this is less than one. Moving the driving forces to the other side and taking the positive cube root gives

$$\boxed{\frac{\gamma_{49}}{\gamma_{54}}<\left(\frac{g_{49}}{g_{54}}\right)^{2/3}}$$

A lower interface energy is therefore not sufficient by itself; it must be lower by enough. The interface enters as a cube because a dearer interface raises the energy per area and also enlarges the critical area, which varies as $\gamma^2$. The driving force enters as a square because it changes the critical area alone: $W^*=\tfrac13\gamma\,(4\pi r^{*2})$, with $r^*=2\gamma/g$.

The same competition can be followed along the radius. Subtracting the two work functions gives

$$W_{54}(r)-W_{49}(r)=4\pi r^2\left[(\gamma_{54}-\gamma_{49})-\frac r3(g_{54}-g_{49})\right].$$

When C49 has the smaller $\gamma$ and the smaller $g$, it is the cheaper of two nuclei of equal radius up to

$$r_\times=\frac{3(\gamma_{54}-\gamma_{49})}{g_{54}-g_{49}} .$$

Beyond $r_\times$ the bulk advantage of C54 prevails. If $r_\times$ exceeds $r_{49}^*$, then $W_{49}^*<W_{54}(r_{49}^*)\le W_{54}^*$, so C49 has the lower barrier. Stability is a statement about large crystals, whereas the barrier is set at a small radius.

## Numbers for a thin layer

Take a layer 10 nm thick at 800 K, where $kT=0.0689$ eV. The inputs are rough values for the regime of TiSi$_2$ formation; the interface energies are model choices, not measurements. They are $\gamma_{49}=0.25$ and $\gamma_{54}=0.30$ J/m$^2$, or 1.560 and 1.872 eV/nm$^2$. The driving forces are 0.27 and 0.30 eV per formula unit, so $\delta=0.03$ eV. With volumes of 0.0450 and 0.0425 nm$^3$,

$$g_{49}=\frac{0.27}{0.0450}=6.00,\qquad g_{54}=\frac{0.30}{0.0425}=7.06\ \text{eV/nm}^3 .$$

C49 is at a disadvantage of 15% in driving force per volume, partly because it is less dense. The two factors in the barrier ratio are

$$\left(\frac{0.25}{0.30}\right)^3=0.579,\qquad \left(\frac{7.06}{6.00}\right)^2=1.384,$$

and their product is 0.801. The barriers are 1.77 eV for C49 and 2.21 eV for C54, a gap of 0.44 eV. The critical radii are 0.52 and 0.53 nm, while $r_\times=3(0.312)/1.059=0.88$ nm. Both nuclei pass their barriers before the bulk advantage of C54 can repay its dearer interface.

To isolate the cause, give C49 the interface energy of C54 and hold everything else fixed. Its barrier rises to 3.06 eV, well above the 2.21 eV of C54. In this model the order is due to the interface energy.

The margin is narrow. The criterion permits $\gamma_{49}$ up to $0.30\,(0.85)^{2/3}=0.269$ J/m$^2$, which is 7.7% above the chosen value. Interface energies between a silicide and its amorphous parent would have to be known better than this for the calculation to predict the order. What it supplies is a sufficient mechanism and the condition under which it works.

## How the parent helps C49

At a given temperature the bulk advantage $\delta$ is fixed by the two crystals, but the total driving force depends on the parent. Keep $\delta$, the volumes and the interface energies fixed, and vary $\Delta\mu_{54}$. Raising the criterion to the power $3/2$ and inserting $g_i=\Delta\mu_i/\Omega_i$ gives

$$\left(\frac{\gamma_{49}}{\gamma_{54}}\right)^{3/2}<\frac{\Delta\mu_{54}-\delta}{\Delta\mu_{54}}\,\frac{\Omega_{54}}{\Omega_{49}} .$$

With $q=(\Omega_{49}/\Omega_{54})(\gamma_{49}/\gamma_{54})^{3/2}$ this becomes $q<1-\delta/\Delta\mu_{54}$. For $q<1$ it can be solved:

$$\Delta\mu_{54}>\frac{\delta}{1-q}.$$

For $q\ge1$ no driving force gives C49 the lower barrier. For $q<1$, a sufficiently unstable parent does so, because both crystals then gain nearly the same energy from it and $\delta$ becomes a small fraction of the whole. In the opposite limit, $\Delta\mu_{49}\to0$, the C49 barrier diverges while that of C54 stays finite, and C54 must have the lower barrier.

Here $q=0.805$, and the order changes at $\Delta\mu_{54}=0.154$ eV. This crossover has little practical effect for homogeneous nucleation at 800 K. Since $W_{54}^*\propto\Delta\mu_{54}^{-2}$, both barriers there equal $2.21\,(0.300/0.154)^2\approx8.4$ eV, or about $120\,kT$. Neither phase would nucleate in a laboratory time.

## From barriers to the first nucleus

"Before" refers to time, so the barriers must be turned into rates. Let $f_n$ be the number of clusters with $n$ formula units, $\beta_n$ their attachment rate and $\alpha_n$ their detachment rate. The net flux from $n$ to $n+1$ is

$$I=\beta_nf_n-\alpha_{n+1}f_{n+1}.$$

Let $N_n=N e^{-W(n)/kT}$ be the constrained equilibrium population for $N$ parent sites. Detailed balance, $\beta_nN_n=\alpha_{n+1}N_{n+1}$, removes $\alpha_{n+1}$:

$$\frac{I}{\beta_nN_n}=\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}} .$$

In the steady state $I$ is the same for every $n$. The smallest clusters are in equilibrium, $f_1=N_1$, and clusters far beyond the critical size are removed by growth, so their $f_n/N_n$ vanishes. Summing over $n$ cancels all intermediate terms and leaves

$$I\sum_n\frac1{\beta_nN_n}=1 .$$

The sum is dominated by sizes near $n^*$. There the work is needed to second order. Written in terms of $n$, it is $W(n)=an^{2/3}-n\Delta\mu$, with $a=(36\pi)^{1/3}\Omega^{2/3}\gamma$. At the maximum $\tfrac23an^{*-1/3}=\Delta\mu$, so $an^{*2/3}=\tfrac32n^*\Delta\mu=3W^*$. Therefore

$$W''(n^*)=-\frac29an^{*-4/3}=-\frac{2W^*}{3n^{*2}} .$$

Replacing the sum by a Gaussian integral, with $\beta_n$ held at its critical value $\beta^*$, gives

$$\sum_n\frac1{\beta_nN_n}\approx\frac{e^{W^*/kT}}{N\beta^*}\sqrt{\frac{2\pi kT}{|W''(n^*)|}},$$

and hence

$$I\approx N\beta^*Z e^{-W^*/kT},\qquad Z=\sqrt{\frac{W^*}{3\pi kT\,n^{*2}}} .$$

For attachment take $\beta_n=4n^{2/3}\nu e^{-Q/kT}$, where $n^{2/3}$ follows the surface area, $\nu=10^{13}$ s$^{-1}$ and $Q=1.8$ eV. Both phases are given the same $\nu$ and $Q$. A direct stationary solution of the cluster equations, with sizes up to 80 formula units, gives 0.994 and 0.996 times the approximate rates for C49 and C54. The Gaussian step is thus a minor error within this model.

If the rates in the layer are $I_{49}$ and $I_{54}$, the chance that neither phase has nucleated by time $t$ is $e^{-(I_{49}+I_{54})t}$. The chance that C49 comes first is

$$P_{49}=\int_0^\infty I_{49}e^{-(I_{49}+I_{54})t}\,dt=\frac{I_{49}}{I_{49}+I_{54}} .$$

The barrier gap gives a factor $e^{0.4394/0.06894}\approx590$. The products $\beta^*Z$ differ slightly and reduce the rate ratio to about 545, so $P_{49}=99.8\%$. A lower barrier is not a guarantee: a C54 prefactor larger by this same factor of 545 would make the rates equal.

With 22 parent sites per nm$^3$, an area of 1 µm$^2$ contains $2.2\times10^8$ sites. The mean wait is about 5 s for C49 and 2700 s for C54, the latter if the parent remained untransformed. The slowest relaxation time of the cluster populations is about 0.01 s, which justifies the steady state. The absolute times depend strongly on $Q$ and on the barriers, and are estimates of scale. They also depend on a convention: the capillary formula gives $W(1)=0.68$ and $0.80$ eV for the two phases rather than zero. Measuring the work from the monomer, $W(n)-W(1)$, lowers the steady-state rate ratio to about 98, gives $P_{49}=99.0\%$, and shortens the waits by factors of $10^4$ to $10^5$, to times no longer large against the relaxation time.

## Where the order is vulnerable

The critical nuclei contain about 39 and 44 atoms. A sharp interface with a size-independent energy is a crude description of such objects. To see how crude, let $\gamma(r)=\gamma(1-2\ell/r)$. With $\ell=0.02$ nm for both phases, the barriers fall to 1.37 and 1.72 eV. The order survives, but the C49 rate rises by roughly $e^{0.40/0.069}\approx330$ through the exponential. If the correction applies to C54 alone, $\ell=0.018$ nm removes the gap. A difference in curvature response far smaller than an atomic spacing is therefore enough to change the conclusion.

Strain matters in a similar way. A cost borne by C49 alone reduces $\Delta\mu_{49}$. The barriers become equal when it has fallen to $0.27\sqrt{0.801}=0.242$ eV, a cost of 0.028 eV per formula unit. This is close to $\delta$ itself.

Nuclei may also form on a wall, such as the interface with crystalline silicon. Let a spherical cap meet the wall at contact angle $\theta$, measured inside the nucleus, and write $c=\cos\theta$. Its volume is $\pi r^3(2-3c+c^3)/3$, its curved area is $2\pi r^2(1-c)$ and its base area is $\pi r^2(1-c^2)$. Force balance along the wall means that covering unit wall area saves $\gamma c$. The surface cost is therefore

$$\pi r^2\gamma\,[2(1-c)-c(1-c^2)]=\pi r^2\gamma\,(2-3c+c^3).$$

The surface and volume terms are both those of the full sphere multiplied by

$$f(\theta)=\frac{2-3c+c^3}{4},$$

so the barrier is $fW^*$. If both phases have the same angle, $f$ cancels from the criterion, although the gap shrinks in proportion. If the angles differ, the wall can decide the order. With C49 at 90°, C54 matches its barrier at 82°.

## Why C54 does not follow at once

Once C49 has consumed the amorphous parent, any new C54 nucleus must form from C49. The large energy of the parent has been spent, and only $\delta$ remains to drive the change. For an interface energy $\gamma'$ between the crystals and no strain, the barrier is

$$W'^*=\frac{16\pi\gamma'^3\Omega_{54}^2}{3\delta^2} .$$

The difference $\delta$, only a tenth of the driving force for C54 in the first contest, is now the whole driving force, and it enters as an inverse square. With $\delta$ kept at 0.03 eV and $\gamma'=0.15$ J/m$^2$, half the value used for C54 in the amorphous parent, the barrier is still 27.6 eV and the critical radius is 2.7 nm.

Compare this with what a hotter anneal can afford. Setting the expected number of events in time $t$ to about one, and dropping the factors $4n^{*2/3}Z$, gives

$$W_{\max}\approx kT\ln\!\left(N\nu t\,e^{-Q/kT}\right).$$

For 30 s at 1000 K, with the same $N$, $\nu$ and $Q$, this is 2.7 eV. Homogeneous nucleation is out of reach by a factor of ten in the barrier, so heat alone does not make new C54 nuclei inside C49 grains.

This does not exclude growth of C54 grains left from the first contest. Far above the critical size, the attachment law gives a front speed $v=\tfrac43(3\Omega/4\pi)^{1/3}\nu e^{-Q/kT}(1-e^{-\Delta\mu/kT})$. At 800 K this is about 13 nm/s in the amorphous parent, which is half consumed in about 27 s. That leaves about 5 C49 grains and 0.01 C54 grains per µm$^2$, the latter far larger than 2.7 nm. An isolated patch of 1 µm$^2$ holds such a seed with a chance of only 1%, but a wide film holds one about every 10 µm. If the same $\nu$ and $Q$ governed the C54/C49 front, with $\Delta\mu=\delta$ and no strain, it would move at about 5 nm/s at 800 K and 0.7 µm/s at 1000 K. The seeds would then convert half the film in about 1000 s and 7 s respectively, without any second barrier. What follows concerns areas that hold no such seed.

A grain boundary in C49 can supply the reduction. A lens on the boundary consists of two caps and removes a disc of boundary with energy $\gamma_{gb}=2\gamma'\cos\theta$ per area. Each cap claims half of this saving, $\gamma'\cos\theta$, exactly as on a wall, so the barrier is $2f(\theta)W'^*$. The required factor of 0.099 corresponds to $\theta=43°$ and $\gamma_{gb}/\gamma'=1.46$. This estimate counts every site in the layer, although few lie on boundaries. It also keeps the same $Q$, although jumps at a boundary may be easier. The two simplifications act in opposite directions. Each tenfold loss of sites lowers the affordable barrier by $kT\ln10\approx0.2$ eV.

Elastic confinement lowers the driving force itself. Let C54 have linear misfit $\varepsilon$ in C49, and let the strained sphere displace its surface by a fraction $u$ of its radius $R$. The sphere stores $\tfrac92K(\varepsilon-u)^2$ per volume, where $K$ is the bulk modulus. Outside, the displacement $uR^3/r^2$ gives strains $-2uR^3/r^3$ along the radius and $uR^3/r^3$ in the two transverse directions. With shear modulus $G$ the energy density is $6Gu^2R^6/r^6$. Its integral over the exterior, divided by the volume of the sphere, is $6Gu^2$. Minimizing the sum,

$$9K(\varepsilon-u)=12Gu\quad\Rightarrow\quad u=\frac{3K\varepsilon}{3K+4G},$$

and substituting back gives

$$e_{\rm el}=\frac{72KG^2+54K^2G}{(3K+4G)^2}\varepsilon^2=\frac{18KG}{3K+4G}\varepsilon^2=\frac{2G(1+\nu_P)}{1-\nu_P}\varepsilon^2 .$$

The last form uses $K=2G(1+\nu_P)/[3(1-2\nu_P)]$, with $\nu_P$ Poisson's ratio, and assumes equal isotropic moduli in both crystals. The volumes give $\varepsilon=(0.0425/0.0450)^{1/3}-1=-1.9\%$. For rough values $G=100$ GPa and $\nu_P=0.25$, the cost is 0.03 eV per formula unit, as large as $\delta$ within the accuracy of the inputs. With these volumes a fully confined C54 sphere would have essentially no net driving force. The cost varies as $\varepsilon^2$ and is sensitive to $\Omega_{49}$, for which reported cells differ: 0.0431 nm$^3$ would give $\varepsilon=-0.5\%$ and only 0.002 eV. For a purely dilatational misfit with equal isotropic moduli in a large matrix, the energy per volume does not depend on shape, so a confined lens pays it too and no contact angle restores the driving force. Both the 27.6 eV barrier and the 43° estimate presuppose that the strain has relaxed.

## The real silicide

When titanium films on silicon are annealed, C49 typically appears at roughly 500–600 °C and C54 at roughly 700–850 °C. The two model temperatures, 527 and 727 °C, lie in these ranges because they were chosen to. The model's order and its large second barrier are consistent with this sequence, but that does not establish the interface energies. Nor does the model show that the second step must be hotter: that depends on how far the boundaries in C49 lower its barrier, and on how fast any C54 grains left from the first step can grow. Real layers break the assumption of a uniform parent without walls: they have composition gradients, limited supply of the elements and interfaces on both sides. If both phases nucleated on walls at 90°, for example, the barriers would halve to 0.88 and 1.10 eV, and the exponential preference for C49 would fall from about 590 to about 24. In narrow silicide lines the C54 transformation is known to become harder. The model suggests one reason: a small area of C49 contains few boundary sites at which the second barrier can be lowered enough.

The complete numerical output for the example follows.

## Calculated quantities

```
Temperature: 800 K; kT: 0.06894 eV
Interface energy C49, C54: 0.250, 0.300 J/m2
Same interface energies: 1.5604, 1.8725 eV/nm2
Volume C49, C54: 0.0450, 0.0425 nm3/fu
Driving force C49, C54: 0.270, 0.300 eV/fu
C54 stability advantage delta: 0.030 eV/fu
Driving density C49, C54: 6.0000, 7.0588 eV/nm3
Driving density ratio C49/C54: 0.8500
Critical radius C49, C54: 0.5201, 0.5305 nm
Critical size C49, C54: 13.10, 14.72 fu
Critical atom count C49, C54: 39.3, 44.2
Barrier C49, C54: 1.7682, 2.2076 eV
Barrier/kT C49, C54: 25.65, 32.02
Barrier difference C54-C49: 0.4394 eV
Interface factor in W49/W54: 0.5787
Driving factor in W49/W54: 1.3841
Barrier ratio W49/W54: 0.8010
Interface ratio, actual and limit: 0.8333, 0.8973
Largest C49 interface energy: 0.2692 J/m2
Allowed rise of C49 interface energy: 7.68 %
C49 barrier if given C54 interface energy: 3.0555 eV
C54 driving force where order changes: 0.1542 eV/fu
Attempt rate: 1.0e+13 1/s; jump energy: 1.80 eV
Parent site density: 22.0 1/nm3
Layer thickness: 10.0 nm; area: 1.0 um2
Number of parent sites: 2.200e+08
Critical attachment C49, C54: 1017.1, 1099.3 1/s
Zeldovich factor C49, C54: 0.1260, 0.1252
Rate per site C49, C54: 9.296e-10, 1.705e-12 1/s
Cluster-equation/formula rate C49, C54: 0.9944, 0.9955
Mean wait C49, C54: 4.89, 2.67e+03 s
Rate ratio C49/C54: 545.2
Chance first nucleus is C49: 99.817 %
Cluster relaxation C49, C54: 1.039e-02, 9.711e-03 s
C54 prefactor gain that equalizes rates: 545.2
Common curvature length tested: 0.020 nm
Curved barriers C49, C54: 1.3683, 1.7179 eV
C54-only curvature length erasing gap: 0.0179 nm
C54 wall angle equalizing C49 at 90 deg: 82.33 deg
C49-only strain cost erasing gap: 0.0284 eV/fu
Later anneal: 1000 K for 30 s
C54/C49 interface energy: 0.150 J/m2
C54 inside C49, barrier: 27.59 eV; radius: 2.653 nm
Affordable later barrier: 2.728 eV
Required later shape factor: 0.0989
Required grain-boundary lens angle: 43.04 deg
Required grain-boundary/interface energy ratio: 1.462
Shear modulus: 100 GPa; Poisson ratio: 0.25
C54 in C49 linear misfit: -1.887 %
Fully confined strain cost: 0.0315 eV/fu
Strain cost/delta: 1.050
```
